# Where a spalling crack settles beneath a tensile film, part 2

A film of thickness \(h\), under uniform tensile stress \(\sigma\), is bonded to a deep substrate with the same elastic constants \(E\) and \(\nu\). A long crack in the substrate, at depth \(\lambda h\) below the interface, lifts off a layer of thickness \(H=(1+\lambda)h\). The problem is to find the depth at which the crack tip carries no shear. The deformation is plane strain, with \(E'=E/(1-\nu^2)\). The crack occupies \(y=0\), \(x<0\), and grows towards \(+x\). The free surface is \(y=H\).

All the singular stress at the tip comes from a loaded state without built-in stress. In it, the film's far left end is pushed towards \(+x\) by \(P=\sigma h\) at height \(y_c=H-h/2\). About the layer's midplane this gives the moment \(M=P\lambda h/2\), which curls the layer upwards. The energy release rate \(G\) obeys \(E'G=K_I^2+K_{II}^2\) and
\[
E'G=\frac12\left(\frac{P^2}{H}+\frac{12M^2}{H^3}\right). \tag{1}
\]

On \(y=0\), \(T=\sigma_{yy}\) and \(S=\sigma_{xy}\), while \(\delta_y,\delta_x\) are the displacements of the upper crack face minus those of the lower. For a Fourier component \(e^{ikx}\), with \(\kappa=|k|H\),
\[
\binom{T}{S}=-\frac{E'|k|}{4}\,\mathbf Q\binom{\delta_y}{\delta_x},
\qquad
\mathbf Q=m_0\mathbf I-2\kappa e^{-2\kappa}\mathbf J, \tag{2}
\]
where \(m_0=1-(1+2\kappa^2)e^{-2\kappa}\). Now take \(H=1\). Then \(\mathbf J\) has rows \((1,-ik)\) and \((ik,-1)\), \(\Delta=\sqrt{1+k^2}\), and \(\mathbf Q\) has eigenvalues \(\Lambda_{1}=m_0-2\kappa e^{-2\kappa}\Delta\) and \(\Lambda_{2}=m_0+2\kappa e^{-2\kappa}\Delta\).

Writing \(\mathbf Q=\exp(g\mathbf I+\varepsilon\mathbf J)\), with \(g=g_L+g_U\) and \(\varepsilon=\varepsilon_L+\varepsilon_U\), splits the kernel into commuting factors analytic in the lower (\(L\)) and upper (\(U\)) half-planes of \(k\):
\[
|k|\mathbf Q=\mathbf F_L\mathbf F_U,\qquad
\mathbf F_L=(ik)^{1/2}\exp(g_L\mathbf I+\varepsilon_L\mathbf J), \tag{4}
\]
and \(\mathbf F_U\) has \((-ik)^{1/2}\), \(g_U\) and \(\varepsilon_U\). On the line \(k=-i\eta\) with \(\eta>0\), so that \(\eta=ik\),
\[
e^{g_L}\to\eta\left(\tfrac43\right)^{1/4},\qquad
e^{\varepsilon_L}\to\eta^{1/2}\,12^{-1/4}\qquad(\eta\to0). \tag{5}
\]
As \(\eta\to\infty\), \(g_L\to0\) and
\[
\varepsilon_L\to-\frac{\varphi}{\eta},\qquad
\varphi=\frac1{2\pi}\int_0^\infty
\frac{\ln(\Lambda_2/\Lambda_1)}{\sqrt{1+\kappa^2}}\,d\kappa . \tag{6}
\]

Part (d), whose solution follows, uses equilibrium to solve for the tractions ahead of the crack.

**Solution.** Define transforms by \(\hat f(k)=\int f(x)e^{-ikx}dx\). The crack faces are free, so \(T\) and \(S\) live on \(x>0\). Their vector \(\hat{\mathbf t}=(\hat T,\hat S)\) is analytic for \(\operatorname{Im}k<0\). The jumps live on \(x<0\), so \(\hat{\boldsymbol\delta}=(\hat\delta_y,\hat\delta_x)\) is analytic for \(\operatorname{Im}k>0\). Multiply \(\hat{\mathbf t}=-\frac{E'}4\mathbf F_L\mathbf F_U\hat{\boldsymbol\delta}\) by \(ik\,\mathbf F_L^{-1}\):
\[
ik\,\mathbf F_L^{-1}\hat{\mathbf t}
=-\frac{E'}{4}\,ik\,\mathbf F_U\hat{\boldsymbol\delta}. \tag{7}
\]
The left side is analytic below the real axis and the right side above it. They agree on the axis, with \(k=0\) still to be examined, so together they form one function.

This function is bounded at infinity. The tractions vary as \(x^{-1/2}\) near the tip, so \(\hat{\mathbf t}\) falls as \(k^{-1/2}\). The factor \(\mathbf F_L^{-1}\) also falls as \(k^{-1/2}\). The jumps vary as \(|x|^{1/2}\), so \(\hat{\boldsymbol\delta}\) falls as \(k^{-3/2}\), while \(\mathbf F_U\) grows as \(k^{1/2}\).

It is also bounded at \(k=0\). Far behind the tip, bending makes \(\delta_y\) grow as \(x^2\), while \(\delta_x\) grows as \(x\), so their transforms vary as \(k^{-3}\) and \(k^{-2}\). By the counterpart of (5), \(\mathbf F_U\) acts as \(k^2\) on opening and as \(k\) on sliding, with cross terms of order \(k^2\). Every product on the right of (7) stays finite, and the left side is shown below to be finite too. A function that is analytic and bounded everywhere is a constant, by Liouville's theorem. Call it \(\mathbf C\).

To find \(\mathbf C\), balance the forces on the layer \(0<y<H\) in the loaded state without built-in stress. The end push is \((P,0)\) at height \(y_c=H/2+M/P\). The material below exerts \((-S,-T)\) on the layer, because the outward normal there points down. Far ahead of the tip the section carries vanishing force and moment. Therefore
\[
\int_0^\infty S\,dx=P,\qquad \int_0^\infty T\,dx=0 .
\]
Moments about the tip, \(xF_y-yF_x\), give \(-y_cP-\int xT\,dx=0\), so
\[
\int_0^\infty xT\,dx=-\left(M+\frac{PH}{2}\right).
\]
The sign is sensible: tension near the tip is balanced by compression farther ahead. Expand \(e^{-ikx}\) for small \(k\), with \(H=1\):
\[
\hat S\to P,\qquad
\hat T\to-ik\int_0^\infty xT\,dx=\eta\left(M+\frac P2\right).
\]

The inverse factor is
\[
\mathbf F_L^{-1}=\eta^{-1/2}e^{-g_L}
\left[\cosh(\Delta\varepsilon_L)\mathbf I-\frac{\sinh(\Delta\varepsilon_L)}{\Delta}\mathbf J\right],
\qquad \mathbf J=\begin{pmatrix}1&-\eta\\ \eta&-1\end{pmatrix}.
\]
As \(\eta\to0\), \(\Delta\to1\) and \(e^{-\varepsilon_L}\) becomes large. The first row of the bracket tends to \(e^{-\varepsilon_L}(1,-\eta/2)\). With (5), the first component of \(\mathbf C\) is
\[
C_1=\eta\cdot\eta^{-1/2}\cdot\eta^{-1}\left(\tfrac34\right)^{1/4}\cdot
\eta^{-1/2}\,12^{1/4}
\left[\eta\left(M+\tfrac P2\right)-\tfrac{\eta}{2}P\right]=\sqrt3\,M .
\]
The coupling in \(\mathbf J\) has removed the term \(P/2\), which leaves the moment about the midplane.

In the second row, the diagonal element tends to \(e^{\varepsilon_L}=\eta^{1/2}12^{-1/4}\), with a correction of order \(\eta^{3/2}\). The other element is of order \(\eta^{1/2}\), but it multiplies \(\hat T\), which is of order \(\eta\). Both extra terms drop out, and
\[
C_2=\eta\cdot\eta^{-1/2}\cdot\eta^{-1}\left(\tfrac34\right)^{1/4}\cdot
\eta^{1/2}\,12^{-1/4}P=\left(\tfrac1{16}\right)^{1/4}P=\frac P2 .
\]
The tractions ahead of the crack are thus known at every wavenumber:
\[
\hat{\mathbf t}=\frac1\eta\,\mathbf F_L\binom{\sqrt3\,M}{P/2}. \tag{8}
\]

### (e) Extract the opening and shear intensities at the tip.

**Solution.** The field close to the tip is set by large \(\eta\). There \(\varepsilon_L\to-\varphi/\eta\). The diagonal of \(\varepsilon_L\mathbf J\) vanishes, but its off-diagonal part stays finite:
\[
\varepsilon_L\mathbf J\to-\varphi\mathbf R,\qquad
\mathbf R=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad \mathbf R^2=-\mathbf I .
\]
The exponential is therefore a rotation, \(\exp(-\varphi\mathbf R)=\cos\varphi\,\mathbf I-\sin\varphi\,\mathbf R\). Since \(\mathbf F_L\to\eta^{1/2}\exp(-\varphi\mathbf R)\), equation (8) gives
\[
\hat T\to\eta^{-1/2}\left(\sqrt3M\cos\varphi+\tfrac P2\sin\varphi\right),\quad
\hat S\to\eta^{-1/2}\left(\tfrac P2\cos\varphi-\sqrt3M\sin\varphi\right).
\]
The intensities are defined by \(T\to K_I/\sqrt{2\pi x}\) and \(S\to K_{II}/\sqrt{2\pi x}\). Because \(\int_0^\infty e^{-\eta x}x^{-1/2}dx=\sqrt{\pi/\eta}\), the transform of \(K/\sqrt{2\pi x}\) is \(K/\sqrt{2\eta}\). Multiply the brackets by \(\sqrt2\) and restore \(H\) by dimensions:
\[
\begin{aligned}
K_I&=\frac{\sqrt6\,M}{H^{3/2}}\cos\varphi+\frac{P}{\sqrt{2H}}\sin\varphi,\\
K_{II}&=\frac{P}{\sqrt{2H}}\cos\varphi-\frac{\sqrt6\,M}{H^{3/2}}\sin\varphi .
\end{aligned}\tag{9}
\]
The sum of squares is \(6M^2/H^3+P^2/(2H)\), which is the energy result (1), obtained there without solving for the tip field.

Numerical quadrature of (6) gives \(\varphi=0.6619\) rad, or \(37.92^\circ\). The push alone gives positive shear and the bending moment alone gives negative shear, while both open the crack. A depth without shear exists because the two effects can cancel.

### (f) At what depth does the shear vanish, and how strongly is the crack opened there?

**Solution.** Set \(K_{II}=0\) in (9), and use \(M=P\lambda h/2\) and \(H=(1+\lambda)h\):
\[
\tan\varphi=\frac{PH}{2\sqrt3\,M}=\frac{1+\lambda}{\sqrt3\,\lambda}.
\]
Multiplying out gives \(\lambda(\sqrt3\tan\varphi-1)=1\). This is linear in \(\lambda\), so there is one solution:
\[
\boxed{\;\lambda=\frac{1}{\sqrt3\tan\varphi-1}\approx2.86\;} \tag{10}
\]
With \(\tan\varphi=0.7791\), the denominator is \(0.3494\). The crack lies about 2.86 film thicknesses below the interface, and the lifted layer is about \(3.86h\) thick. Neither the stress nor the elastic constants enter. The stress multiplies push and moment alike, and a common stiffness does not change how the given loads divide between opening and shear.

At this depth the condition \(K_{II}=0\) gives \(\sqrt6M/H^{3/2}=P\cot\varphi/\sqrt{2H}\). Hence
\[
K_I=\frac{P}{\sqrt{2H}}\left(\frac{\cos^2\varphi}{\sin\varphi}+\sin\varphi\right)
=\frac{\sigma\sqrt h}{\sqrt{2(1+\lambda)}\,\sin\varphi}
\approx0.5855\,\sigma\sqrt h . \tag{11}
\]
Zero shear selects the path, but growth also requires \(K_I\) to reach the substrate's toughness \(K_c\). A film under compression reverses \(P\) and \(M\). Equation (9) would then make \(K_I\) negative, which means closed faces, and the traction-free solution no longer applies.

A finite-element calculation tests these formulas without using the kernel. It gives the film its built-in stress and computes the intensities from an interaction integral around the tip. The mesh extends \(1000H\) below the crack and to either side, the lifted layer is \(8H\) long, and the elements at the tip measure \(10^{-3}H\). In units of \(\sigma\sqrt h\):

| \(\lambda\) | \(K_I\), elements | \(K_I\), (9) | \(K_{II}\), elements | \(K_{II}\), (9) |
|---|---|---|---|---|
| 2 | 0.6224 | 0.6228 | +0.0321 | +0.0323 |
| 3 | 0.5793 | 0.5796 | −0.0035 | −0.0034 |
| 4 | 0.5397 | 0.5400 | −0.0200 | −0.0198 |

The zero can be read from the element values alone. With \(q=\lambda/(1+\lambda)\), the moment is \(M=PqH/2\), so \(K_{II}\sqrt H/P\) is linear in \(q\) by (9). In the table's units this quantity is \(K_{II}\sqrt{1+\lambda}\). It equals \(0.0556\) at \(q=0.6667\) and \(-0.0070\) at \(q=0.7500\). A straight line between them crosses zero at
\[
q=0.6667+0.0833\,\frac{0.0556}{0.0626}=0.7407,\qquad
\lambda=\frac{q}{1-q}=2.86 .
\]

### (g) Does a crack at the wrong depth turn towards this path or away from it?

**Solution.** Assume that the crack turns towards the direction of greatest hoop stress, which is a reasonable rule when the toughness is isotropic. Use polar coordinates at the tip, with \(\theta=0\) straight ahead and \(\theta>0\) towards the free surface.

The singular field has an Airy function \(r^{3/2}F(\theta)\). It gives \(\sigma_{\theta\theta}=\frac34r^{-1/2}F\) and \(\sigma_{r\theta}=-\frac12r^{-1/2}F'\). Free crack faces require \(F=F'=0\) at \(\theta=\pm\pi\). The biharmonic equation allows sines and cosines of \(\theta/2\) and \(3\theta/2\), and the combinations that meet the conditions are
\[
\cos\tfrac{3\theta}2+3\cos\tfrac\theta2=4\cos^3\tfrac\theta2,\qquad
\sin\tfrac{3\theta}2+\sin\tfrac\theta2=2\sin\theta\cos\tfrac\theta2 .
\]
Match the tractions at \(\theta=0\) to \(K_I\) and \(K_{II}\):
\[
\sigma_{\theta\theta}=\frac{\cos(\theta/2)}{\sqrt{2\pi r}}
\left[K_I\cos^2\tfrac\theta2-\tfrac32K_{II}\sin\theta\right].
\]
For small angles the angular part is \(K_I(1-\frac38\theta^2)-\frac32K_{II}\theta\). Its maximum is at
\[
\theta\approx-\frac{2K_{II}}{K_I}. \tag{12}
\]

By (9), \(K_{II}\) is positive at shallow depth and negative at large depth. A shallow crack therefore turns down and a deep crack turns up. With the values from (9), the turn is \(-5.9^\circ\) at \(\lambda=2\), \(+0.7^\circ\) at \(\lambda=3\) and \(+4.2^\circ\) at \(\lambda=4\). Each turn leads towards the shear-free depth. These are initial turns of a straight crack; the whole curved approach is not computed here. The rule also uses only the singular field. At the shear-free depth the tip carries in addition a uniform stress parallel to the crack, tensile and about \(0.17\,\sigma\), and a tensile stress of this kind tends to amplify a small kink. Equation (12) therefore gives the direction of the first turn, but it does not prove that the crack settles smoothly onto the straight path.

A crack along the interface has \(\lambda=0\) and \(M=0\), so \(K_{II}/K_I=\cot\varphi\approx1.28\). This ratio is too large for (12), but its sign drives the crack down into the substrate. Whether the crack leaves the interface also depends on how weak the bond is.

### (h) Size the result for a nickel film on silicon. Which neglected elastic effect matters most?

**Solution.** In controlled spalling, a stressed nickel film is used to lift a thin layer of semiconductor from a wafer. Take rough typical values: \(h=10\ \mu\text m\), \(\sigma=500\) MPa, \(K_c=0.9\ \text{MPa}\sqrt{\text m}\), and a silicon wafer \(700\ \mu\text m\) thick. First treat the film as matched to silicon, and choose the model inputs \(E=165\) GPa and \(\nu=0.28\) for both, so \(E'=179\) GPa. Then
\[
\lambda h=28.6\ \mu\text m,\qquad H=38.6\ \mu\text m,
\]
\[
K_I=0.5855\times500\times\sqrt{10^{-5}}=0.926\ \text{MPa}\sqrt{\text m}.
\]
This slightly exceeds the assumed toughness. Setting \(K_I=K_c\) gives the smallest film thickness that can drive a crack along the shear-free depth at this stress:
\[
h_c=\left(\frac{0.9}{0.5855\times500}\right)^2\text m=9.45\ \mu\text m .
\]
The push is \(P=5000\) N/m and the moment is \(M=5000\times14.3\times10^{-6}=0.0715\) N. A plate of stiffness \(E'H^3/12\) then curls to the radius
\[
R=\frac{E'H^3}{12M}\approx12\ \text{mm}.
\]
This is much larger than \(H\), so rotations within a few thicknesses of the tip are small.

Of the elastic effects sized here, two matter most, and they are about equally large: the difference in stiffness between film and wafer, and the bowing of a wafer that is not held flat. Take the stiffness first. Giving the film a rough nickel modulus of 200 GPa, with \(\nu\) and \(\sigma\) held fixed, moves the finite-element zero to \(\lambda\approx3.6\). That is about \(7\ \mu\text m\) deeper than the matched model treated in the same way. Part of the reason is geometric. At \(\lambda=3\), the stiffness-weighted centre of the layer rises from \(0.500H\) to
\[
\frac{0.5+0.212\times0.25\times0.875}{1+0.212\times0.25}\,H=0.519H ,
\]
where \(0.212\) is the film's excess modulus relative to silicon. The push acts at \(0.875H\), so its lever arm falls from \(0.375H\) to \(0.356H\), and bending cancels less of the shear.

The mismatch also lowers the opening intensity to \(K_I\approx0.522\,\sigma\sqrt h\). For the same film this is \(0.83\ \text{MPa}\sqrt{\text m}\), below the assumed toughness. The threshold becomes \((0.9/(0.522\times500))^2\) m, or about \(12\ \mu\text m\). The matched model says that the \(10\ \mu\text m\) film can drive a crack along its shear-free depth, and the mismatched model says that it cannot.

Two other effects were computed separately, each with matched film and substrate. If the wafer has its finite thickness and its base is held flat but free to slide, the crack is about \(3\ \mu\text m\) shallower. If the wafer is instead free to bow, the film bends it and compresses the silicon just below the film, and the crack is about \(7\ \mu\text m\) shallower. If film and substrate are both given cubic model constants chosen close to those of silicon (\(C_{11}=166\), \(C_{12}=64\), \(C_{44}=80\) GPa), with growth along \([110]\) in a \((001)\) wafer, the depth falls by about \(0.4\ \mu\text m\). These constants give a plane-strain modulus of 170 GPa along \([110]\), below the 179 GPa used above. A film with \(E=200\) GPa and \(\nu=0.31\) on this cubic substrate has a ratio of plane-strain moduli of 1.30 instead of 1.21, and its zero lies at \(\lambda\approx3.8\), about \(9\ \mu\text m\) deeper than the matched model, so the size of the mismatch shift depends on the moduli chosen. The shifts do not simply add. Stiffness mismatch and free bowing seem to cancel, but a calculation with both together puts the crack about \(4\ \mu\text m\) shallower than the matched model on a deep substrate.

Real silicon also has preferred cleavage planes, and nickel can yield. Neither is included, and the first can replace the smooth path of part (g) by facets. For this pair of materials, the factor 2.86 is thus a first estimate of the depth, and a design needs the measured film stress, the actual moduli and the way the wafer is held.
